# Small-polaron hopping: from the golden rule to the Marcus rate, part 1

(Sections cited here and not found follow in the second part.)

## First half: from lattice distortion to the hopping rate

An excess electron in a polar oxide can distort the ions around it so strongly that it becomes trapped in its own distortion. This electron with its distortion is a small polaron. When the lattice is hot it moves mainly by hopping: the lattice fluctuates until two neighbouring sites have equal electronic energy, and the electron may then tunnel between them. In some oxides such hops carry the electronic current. The problem is to find the rate of one hop when the tunnelling is weak and the lattice is hot.

The model has two sites, $|1\rangle$ and $|2\rangle$, and harmonic lattice modes labelled $\nu$:

$$H=\sum_{i=1,2}|i\rangle\langle i|\,H_i+J\big(|1\rangle\langle2|+|2\rangle\langle1|\big),$$

$$H_i=\varepsilon_i+\sum_\nu\hbar\omega_\nu\big(b_\nu^\dagger b_\nu+\tfrac12\big)+\sum_\nu\hbar\omega_\nu g_{i\nu}\big(b_\nu+b_\nu^\dagger\big).$$

The modes are real normal modes and the dimensionless couplings $g_{i\nu}$ are real. The electronic coupling $J$ is a real energy that does not depend on the lattice coordinates (the Condon approximation). The electron changes the equilibrium positions of the modes but not their frequencies.

For numbers, take a model oxide with round parameters: reorganization energy 1 eV (defined in part (a)), $J=5$ meV, a phonon band from 30 to 50 meV, and a distance $a=0.30$ nm between sites. The temperature is 1000 K unless stated otherwise. No particular material is meant.

### (a) Energy surfaces

**Treat the lattice classically. Find the relaxed energy of each site, the vertical energy gap at the relaxed geometry of site 1, and the lowest energy at which the two surfaces cross.**

**Solution.** Let $q_\nu$ be the dimensionless coordinate with $b_\nu+b_\nu^\dagger=\sqrt2\,q_\nu$. The potential energy with the electron on site $i$ is

$$U_i=\varepsilon_i+\sum_\nu\hbar\omega_\nu\Big(\tfrac12q_\nu^2+\sqrt2\,g_{i\nu}q_\nu\Big)
=\varepsilon_i-\sum_\nu\hbar\omega_\nu g_{i\nu}^2+\tfrac12\sum_\nu\hbar\omega_\nu\big(q_\nu+\sqrt2\,g_{i\nu}\big)^2.$$

The minimum lies at $q_\nu=-\sqrt2\,g_{i\nu}$, with relaxed energy $E_i=\varepsilon_i-\sum_\nu\hbar\omega_\nu g_{i\nu}^2$. Define the relaxed energy difference

$$\Delta=E_2-E_1=\varepsilon_2-\varepsilon_1-\sum_\nu\hbar\omega_\nu\big(g_{2\nu}^2-g_{1\nu}^2\big).$$

Measure the coordinates from the minimum of site 1, $x_\nu=q_\nu+\sqrt2\,g_{1\nu}$, and write $d_\nu=g_{2\nu}-g_{1\nu}$. Then $q_\nu+\sqrt2\,g_{2\nu}=x_\nu+\sqrt2\,d_\nu$, and

$$U_1=E_1+\tfrac12\sum_\nu\hbar\omega_\nu x_\nu^2,\qquad
U_2=E_2+\tfrac12\sum_\nu\hbar\omega_\nu\big(x_\nu+\sqrt2\,d_\nu\big)^2.$$

Subtraction gives the gap

$$X\equiv U_2-U_1=\Delta+\lambda+\sqrt2\sum_\nu\hbar\omega_\nu d_\nu x_\nu,\qquad
\lambda=\sum_\nu S_\nu\hbar\omega_\nu,\quad S_\nu=d_\nu^2 .$$

The numbers $S_\nu$ are the Huang-Rhys factors. At $x=0$ the gap is $\Delta+\lambda$. Thus $\lambda$ is the energy released when the lattice relaxes after a sudden transfer from site 1 to site 2. This is the reorganization energy.

To find the lowest crossing, minimize $U_1$ subject to $X=0$. Setting the derivative of $U_1+\eta X$ to zero, with $\eta$ a Lagrange multiplier, gives $x_\nu=-\sqrt2\,\eta d_\nu$. The constraint becomes $\Delta+\lambda-2\eta\lambda=0$, so $\eta=(\Delta+\lambda)/2\lambda$. The energy needed is

$$U_1-E_1=\tfrac12\sum_\nu\hbar\omega_\nu\,2\eta^2d_\nu^2=\eta^2\lambda=\frac{(\Delta+\lambda)^2}{4\lambda}.$$

For equal sites, $\Delta=0$ and the barrier is $\lambda/4$. It is smaller than $\lambda$ because the lattice need not adopt the full distortion of the final site; it goes halfway, and the energy is quadratic in the displacement.

The polaron binding energy is $E_p=\sum_\nu\hbar\omega_\nu g_{1\nu}^2$. If the sites have equal binding energies, expanding the square gives $\lambda=2E_p-2\sum_\nu\hbar\omega_\nu g_{1\nu}g_{2\nu}$. When the two distortions involve separate local modes the last sum vanishes, so $\lambda=2E_p$ and the unbiased barrier is $E_p/2$. Distortions that overlap with the same sign lower $\lambda$.

### (b) Transfer to second order in the coupling

**The electron starts on site 1 with the lattice in thermal equilibrium there. Find the growth of the population of site 2 to order $J^2$, and state when it defines a rate.**

**Solution.** Let $|i\rangle$ now denote a vibrational eigenstate of $H_1$ with energy $\mathcal E_i$ and thermal probability $P_i$, and $|f\rangle$ an eigenstate of $H_2$ with energy $\mathcal E_f$. These energies include the electronic part. First-order perturbation theory gives the amplitude, up to a phase,

$$c_{fi}(t)=-\frac{i}{\hbar}J\langle f|i\rangle\int_0^t e^{i(\mathcal E_f-\mathcal E_i)t'/\hbar}\,dt'.$$

Here $J$ stands outside the vibrational overlap because it is independent of the coordinates. Squaring, summing over final states and averaging over initial states gives

$$p_2(t)=\frac{J^2}{\hbar^2}\int_0^t\!dt'\int_0^t\!dt''\,C(t''-t'),$$

$$C(\tau)=\sum_{i,f}P_i|\langle f|i\rangle|^2e^{i(\mathcal E_i-\mathcal E_f)\tau/\hbar}
=\mathrm{Tr}\big[\rho_1e^{iH_1\tau/\hbar}e^{-iH_2\tau/\hbar}\big],$$

where $\rho_1$ is the thermal density matrix of $H_1$. In the square of side $t$, a given difference $\tau=t''-t'$ occurs along a strip of length $t-|\tau|$ in $t'$. Hence

$$p_2(t)=\frac{J^2}{\hbar^2}\int_{-t}^{t}(t-|\tau|)\,C(\tau)\,d\tau .$$

If $C$ decays within a time much shorter than $t$, the term proportional to $t$ dominates and the population grows linearly. Its slope is

$$k=\frac{J^2}{\hbar^2}\int_{-\infty}^{\infty}C(\tau)\,d\tau .$$

With $\int e^{iE\tau/\hbar}d\tau=2\pi\hbar\,\delta(E)$ this is Fermi's golden rule,

$$k=\frac{2\pi}{\hbar}J^2\sum_{i,f}P_i|\langle f|i\rangle|^2\,\delta(\mathcal E_f-\mathcal E_i).$$

Two time scales must be separate. The time $t$ must exceed the decay time of $C$, yet $kt$ must stay small so that depletion of site 1 can be ignored. To use $k$ for successive hops, the lattice must also return to equilibrium around the electron before the next hop.

### (c) The lattice correlation function

**Evaluate $C(t)$ for the displaced oscillators. What happens at long times for one mode, and for a continuous band?**

**Solution.** The modes are independent, so treat one and drop its label. Put $a=b+g_1$. Then $b+g_2=a+d$, and completing squares as in part (a) gives

$$H_1=E_1+h,\quad h=\hbar\omega(a^\dagger a+\tfrac12),\qquad
H_2=E_2+\hbar\omega\big[(a^\dagger+d)(a+d)+\tfrac12\big].$$

The unitary operator $D=e^{d(a^\dagger-a)}$ satisfies $D^\dagger aD=a+d$, so $H_2=E_2+D^\dagger hD$. Therefore

$$e^{iH_1t/\hbar}e^{-iH_2t/\hbar}=e^{-i\Delta t/\hbar}\,\big(e^{iht/\hbar}D^\dagger e^{-iht/\hbar}\big)D .$$

Since $e^{iht/\hbar}ae^{-iht/\hbar}=ae^{-i\omega t}$, the bracket is $e^A$ and $D=e^B$, with

$$A=-d\big(a^\dagger e^{i\omega t}-ae^{-i\omega t}\big),\qquad B=d(a^\dagger-a).$$

Their commutator is a number. Using $[a,a^\dagger]=1$,

$$[A,B]=-d^2\big(-e^{i\omega t}[a^\dagger,a]-e^{-i\omega t}[a,a^\dagger]\big)=-d^2\big(e^{i\omega t}-e^{-i\omega t}\big)=-2id^2\sin\omega t .$$

Thus $e^Ae^B=e^{A+B}e^{[A,B]/2}=e^{\alpha a^\dagger-\alpha^*a}\,e^{-iS\sin\omega t}$, where $\alpha=d(1-e^{i\omega t})$ and $|\alpha|^2=2S(1-\cos\omega t)$.

The thermal average remains. Moving creation operators to the left gives

$$e^{\alpha a^\dagger-\alpha^*a}=e^{-|\alpha|^2/2}e^{\alpha a^\dagger}e^{-\alpha^*a}.$$

In the average of the last two factors, terms with equal powers of $a^\dagger$ and $a$ survive. With $z=e^{-\hbar\omega/k_BT}$ and $n=z/(1-z)$,

$$\langle a^{\dagger m}a^m\rangle=(1-z)\sum_{N\ge m}z^N\frac{N!}{(N-m)!}=(1-z)\frac{m!\,z^m}{(1-z)^{m+1}}=m!\,n^m .$$

Hence

$$\langle e^{\alpha a^\dagger}e^{-\alpha^*a}\rangle=\sum_m\frac{(-|\alpha|^2)^m}{(m!)^2}\,m!\,n^m=e^{-n|\alpha|^2},$$

and the full average is $e^{-|\alpha|^2(n+1/2)}$. Restoring the product over modes,

$$C(t)=\exp\Big\{-\frac{i\Delta t}{\hbar}-\sum_\nu S_\nu\big[(2n_\nu+1)(1-\cos\omega_\nu t)+i\sin\omega_\nu t\big]\Big\}.$$

For a single mode the second part of the exponent is periodic. The correlation revives after each period $2\pi/\omega$, and its Fourier transform is a comb of delta functions spaced by $\hbar\omega$. At a prescribed $\Delta$ the golden rule then gives either zero or infinity, not a usable rate. A continuous band cures this, because modes of different frequency dephase.

At long times the oscillating terms of the band average out, leaving $C\to e^{-i\Delta t/\hbar}C_\infty$ with $C_\infty=\exp[-\sum_\nu S_\nu(2n_\nu+1)]$. For $\Delta=0$ this constant contributes $J^2C_\infty t^2/\hbar^2$ to $p_2$, which is coherent tunnelling with the reduced coupling $J\sqrt{C_\infty}$. It is a band-motion contribution and must be removed before a hopping rate is defined. In the model oxide $C_\infty\approx10^{-49.5}$, so it has no numerical effect on the hopping rate.

### (d) The high-temperature limit

**Assume that the important times are short compared with a vibrational period and that the modes are thermally excited. Find the rate, and evaluate it for the model oxide with $\Delta=0$.**

**Solution.** For short times, $1-\cos\omega_\nu t\approx\omega_\nu^2t^2/2$ and $\sin\omega_\nu t\approx\omega_\nu t$. At high temperature, $2n_\nu+1\approx2k_BT/\hbar\omega_\nu$. The two sums become

$$\sum_\nu S_\nu\frac{2k_BT}{\hbar\omega_\nu}\frac{\omega_\nu^2t^2}{2}=\frac{\lambda k_BT}{\hbar^2}t^2,\qquad
\sum_\nu S_\nu\omega_\nu t=\frac{\lambda t}{\hbar}.$$

Therefore

$$C(t)\approx\exp\Big[-\frac{i(\Delta+\lambda)t}{\hbar}-\frac{\lambda k_BT\,t^2}{\hbar^2}\Big].$$

Use $\int e^{-pt^2-irt}dt=\sqrt{\pi/p}\;e^{-r^2/4p}$ with $p=\lambda k_BT/\hbar^2$ and $r=(\Delta+\lambda)/\hbar$:

$$k=\frac{J^2}{\hbar}\sqrt{\frac{\pi}{\lambda k_BT}}\,e^{-(\Delta+\lambda)^2/4\lambda k_BT}
=\frac{2\pi}{\hbar}\frac{J^2}{\sqrt{4\pi\lambda k_BT}}\exp\Big[-\frac{(\Delta+\lambda)^2}{4\lambda k_BT}\Big].$$

This is the nonadiabatic Marcus rate to one neighbour. Its exponent contains the crossing energy of part (a). The prefactor depends on $J^2$ because the electron usually fails to transfer when the levels meet.

For the model oxide, $k_BT=0.08617$ eV and $2\pi J^2/\hbar=2.386\times10^{11}$ eV/s. The square root is $1.041$ eV and the Boltzmann factor is $e^{-\lambda/4k_BT}=0.0550$. Hence

$$k=\frac{2.386\times10^{11}}{1.041}\times0.0550\ \mathrm{s^{-1}}\approx1.26\times10^{10}\ \mathrm{s^{-1}}.$$

The small factor $0.055$ arises from cancellation in an oscillating time integral. A short decay time on the real axis is therefore not enough to establish the accuracy of the result: small errors in the phase could matter after the cancellation.

## Second half: accuracy, bias and transport

The symbols carried over are the electronic coupling $J$, the Huang-Rhys factors $S_\nu$, the reorganization energy $\lambda=\sum_\nu S_\nu\hbar\omega_\nu$, and the relaxed energy difference $\Delta=E_2-E_1$. The golden-rule rate is $k=(J^2/\hbar^2)\int C(t)\,dt$, with

$$C(t)=\exp\Big\{-\frac{i\Delta t}{\hbar}-\sum_\nu S_\nu\big[\coth\xi_\nu\,(1-\cos\omega_\nu t)+i\sin\omega_\nu t\big]\Big\},\qquad \xi_\nu=\frac{\hbar\omega_\nu}{2k_BT},$$

since $2n_\nu+1=\coth\xi_\nu$. The constant long-time tail at $\Delta=0$ is removed. The high-temperature limit is

$$k_M(\Delta)=\frac{2\pi}{\hbar}\frac{J^2}{\sqrt{4\pi\lambda k_BT}}\exp\Big[-\frac{(\Delta+\lambda)^2}{4\lambda k_BT}\Big].$$

The classical gap between the surfaces is $X=\Delta+\lambda+\sqrt2\sum_\nu\hbar\omega_\nu d_\nu x_\nu$, where $d_\nu^2=S_\nu$ and $x_\nu$ is measured from the minimum of site 1. The model oxide has $\lambda=1$ eV, $J=5$ meV, a band from 30 to 50 meV and $a=0.30$ nm.

### (e) How hot is hot enough?

**For $\Delta=0$, remove the oscillating cancellation from the time integral and find the leading quantum correction to $\ln k_M$.**

This part has derived the golden-rule hopping rate and its high-temperature Marcus limit, which gives about $1.26\times10^{10}$ s$^{-1}$ for the model oxide at 1000 K. It remains to solve part (e), on the leading quantum correction, and then to treat an energy difference between the sites, the limit of weak electronic coupling, and diffusion and mobility.

Numerical values quoted here were computed with a short program.
